# Reaction and removal in series: the steady rate of chemical-mechanical polishing

**Q.** A copper film is polished in a peroxide slurry. I am told the rate is proportional to pressure times speed, and also that chemistry limits it. How can both be true?

**A.** They can hold in different ranges if two events must follow one another at each place on the surface. Divide the surface into small sites. A fresh site reacts at the rate $r_c=kC$, where $C$ is the reactant concentration at the surface. The reaction consumes a film thickness $h$ and then stops, because the layer protects what lies below. Pad contacts strip reacted sites at the rate $r_m$ and expose fresh metal. They do not remove fresh metal.

I hold temperature and concentration fixed, and I neglect dissolution without rubbing. Each of these assumptions can fail, and the cost can be estimated.

**Q.** You will now write $r_m=\kappa pV$ and have your proportionality by decree. A Hertzian contact area grows as load to the power $2/3$, not as load.

**A.** That is true of one contact. A rough pad has many, and more of them touch when the load rises. Let the pad summits be spheres of radius $R_s$, with a density of heights $z$ that falls as $Be^{-z/s}$ in the range that touches. If the wafer lies at height $d$, a summit compressed by $\delta$ had height $d+\delta$, so the density of compressions is

$$Be^{-(d+\delta)/s}=\left(Be^{-d/s}\right)e^{-\delta/s}.$$

Load changes $d$, hence the number of contacts, but not their distribution of $\delta$. Call the number of contacts per nominal area $n$. The normalized distribution is $e^{-\delta/s}/s$, with mean $s$.

Hertz's result for a sphere on a flat gives the contact radius $a=\sqrt{R_s\delta}$ and the load $\tfrac43E^*\sqrt{R_s}\,\delta^{3/2}$, where $E^*$ is the contact modulus. Summing loads over unit area,

$$p=\tfrac43 nE^*\sqrt{R_s}\int_0^\infty\delta^{3/2}e^{-\delta/s}\frac{d\delta}{s}
=\tfrac43 nE^*\sqrt{R_s}\,s^{3/2}\,\Gamma(\tfrac52).$$

Since $\Gamma(5/2)=3\sqrt\pi/4$, this is $p=nE^*\sqrt{\pi R_s}\,s^{3/2}$.

A contact strikes a given site if its centre passes within $a$ of it, that is, within a strip of width $2a$. The pad slides a length $V$ per unit time, so the encounter rate is

$$\nu=nV\langle2a\rangle=2nV\sqrt{R_s}\,s^{1/2}\,\Gamma(\tfrac32)=nV\sqrt{\pi R_ss},$$

with $\Gamma(3/2)=\sqrt\pi/2$. Dividing by $p$ removes both $n$ and $R_s$:

$$\nu=\frac{pV}{E^*s}.$$

If a fraction $\varepsilon$ of encounters strips the reacted layer,

$$r_m=\varepsilon\nu=\kappa pV,\qquad \kappa=\frac{\varepsilon}{E^*s}.$$

The efficiency may depend on contact size: its average does not change with load, because the size distribution does not. It must not depend on speed.

The elastic law has limits. Hertz's result assumes $a\ll R_s$. For $s=5$ µm and $R_s=50$ µm, a summit compressed by $s$ has $a/R_s=\sqrt{s/R_s}=0.32$, which is not small. The shape correction nevertheless drops out of $\nu/p$. For any axisymmetric summit in linear elasticity the load $F$ obeys $dF/d\delta=2E^*a$. Integrating by parts over the exponential distribution gives $\langle F\rangle=2E^*s\langle a\rangle$, and hence again $\nu=pV/(E^*s)$. What remains approximate is the small-strain assumption itself. The mean pressure inside the contacts is $E^*\sqrt{s/(\pi R_s)}$, about 18 MPa for $E^*=100$ MPa, $s=5$ µm and $R_s=50$ µm, which may approach the strength of a polyurethane pad. If summits yield, the prefactor $1/(E^*s)$ changes, but $\nu$ stays proportional to $p$ as long as the load and width of each contact depend only on $\delta$.

**Q.** Real summit heights are not exponential. What if they are Gaussian?

**A.** Then the proportionality to pressure is approximate. For 100 summits per mm², a standard deviation of height of 5 µm, a summit radius of 50 µm and a contact modulus of 100 MPa, the encounter rate near 14 kPa varies as $p^{0.89}$. At 14 kPa and 1 m/s it is about 73 s⁻¹, against 28 s⁻¹ for an exponential tail with $s=5$ µm, because the Gaussian falls more steeply at the heights that touch. The encounter rate remains proportional to $V$. Thus "linear in pressure" rests on the exponential tail, while linearity in speed rests on the geometry of sliding and on a constant $\varepsilon$.

**Q.** Fine. Now put the two rates together.

**A.** Let $\theta$ be the average reacted fraction of sites. Fresh sites, a fraction $1-\theta$, become reacted; reacted sites become fresh:

$$\frac{d\theta}{dt}=r_c(1-\theta)-r_m\theta.$$

In the steady state $r_c=(r_c+r_m)\theta$, so

$$\theta=\frac{r_c}{r_c+r_m}.$$

Each stripping event completes the loss of a thickness $h$. The removal rate, as thickness per time, is therefore

$$R=hr_m\theta=\frac{h\,r_cr_m}{r_c+r_m},
\qquad
\frac1R=\frac1{hkC}+\frac1{h\kappa pV}.$$

**Q.** One contact strips many neighbouring sites at once. Does that correlation not spoil a balance written for averages?

**A.** No. The balance is linear in $\theta$, so it needs the probability for each site, not the joint probability for neighbours. It does need encounters at a site to come at random times without memory. Independent random summit positions provide this, and keeping a random fraction $\varepsilon$ of the encounters preserves it.

The life of a single site gives the same answer. It waits on average $1/r_c$ to react. Because stripping events have no memory, it then waits on average $1/r_m$ to be stripped, however long ago the last contact passed. One cycle takes $1/r_c+1/r_m$ and removes $h$. Dividing gives $R$ again. The waiting times add, which is why the reciprocals of the two limiting rates add.

**Q.** Show me numbers, with the steps.

**A.** Take $p=14$ kPa, $V=1$ m/s, $E^*=100$ MPa, $s=5$ µm and $\varepsilon=0.5$. Then

$$\nu=\frac{(1.4\times10^4)(1)}{(10^8)(5\times10^{-6})}=28\ \mathrm{s^{-1}},
\qquad r_m=0.5\times28=14\ \mathrm{s^{-1}}.$$

With $k=0.10$ m³/(mol s) and $C=300$ mol/m³, $r_c=30$ s⁻¹. The reacted fraction is $30/44=0.68$. For $h=0.5$ nm,

$$R=0.5\times\frac{30\times14}{44}=4.77\ \mathrm{nm/s}=286\ \mathrm{nm/min}.$$

I also simulated the events directly, with $r_c$, $h$ and the pad parameters unchanged. Summits with random positions and exponential compressions slid past a site, their Hertz loads were summed to find the pressure, and the site reacted and was stripped at random. At $V=1$ m/s and pressures of 1.40, 14.03 and 140.41 kPa, the simulated rates were 40.1, 286.4 and 745.9 nm/min. The formula gives 40.3, 286.8 and 741.6 nm/min. At 28 kPa and 0.5 m/s, the same product as in the example, the simulation gave 287.7 nm/min against 286.4 from the formula.

**Q.** Why should I believe the surface has reached a steady state?

**A.** Start with fresh metal, $\theta(0)=0$. Writing $\theta_s$ for the steady value, the balance becomes $d\theta/dt=-(r_c+r_m)(\theta-\theta_s)$, with solution

$$\theta(t)=\theta_s\left(1-e^{-t/\tau}\right),\qquad \tau=\frac1{r_c+r_m}.$$

Here $\tau=1/44$ s, or 23 ms. The thickness stripped away falls behind the steady line by

$$\int_0^\infty hr_m(\theta_s-\theta)\,dt=hr_m\theta_s\tau=R\tau=0.11\ \mathrm{nm}.$$

Counted at the moment of reaction instead, the metal consumed runs ahead of the line by $h\theta_s-R\tau=0.23$ nm, because the reacted layer still in place has already used metal. For a film hundreds of nanometres thick either offset is negligible.

**Q.** Now the two limits. How low is low, and how high is high?

**A.** Write the rate in two ways:

$$R=\frac{h\kappa pV}{1+r_m/r_c}=\frac{hkC}{1+r_c/r_m}.$$

For $r_m\ll r_c$ nearly every site has reacted before it is struck, and $R\to h\kappa pV$. This is Preston's law, with coefficient $h\kappa=5\times10^{-13}$ Pa⁻¹. For $r_m\gg r_c$ contacts mostly meet fresh metal, and $R\to hkC$, which is 900 nm/min here.

The relative shortfalls from the two limits are

$$1-\frac{R}{hr_m}=\frac{r_m}{r_c+r_m}=1-\theta,
\qquad
1-\frac{R}{hr_c}=\frac{r_c}{r_c+r_m}=\theta.$$

A shortfall of 5% from Preston's law means $r_m/r_c=0.05/0.95=1/19$; a shortfall of 5% from the ceiling means $r_m/r_c=19$. The rates are equal at $pV=r_c/\kappa=30$ kPa m/s, so the two bounds are 1.58 and 570 kPa m/s.

The example, at 14 kPa m/s, lies in neither limit. Preston's line would give 420 nm/min there, not 286. To see what a small change of load does, take the logarithm of $R$ at fixed $r_c$:

$$\frac{d\ln R}{d\ln(pV)}=1-\frac{r_m}{r_c+r_m}=\theta.$$

The local exponent equals the reacted fraction: a 1% increase in $pV$ raises the rate by about 0.68%.

**Q.** You assumed random contacts. Suppose they come at equal intervals. Does the law survive?

**A.** The limits survive; the crossover changes. Let the interval be $T=1/\nu=\varepsilon/r_m$, and let $\theta_b$ be the reacted fraction just before a contact. Just after it, the reacted fraction is $(1-\varepsilon)\theta_b$. During the interval the fresh fraction falls by the factor $q=e^{-r_cT}$. In a repeating cycle,

$$1-\theta_b=q\left[1-(1-\varepsilon)\theta_b\right]
\quad\Rightarrow\quad
\theta_b=\frac{1-q}{1-(1-\varepsilon)q}.$$

Each contact removes an average thickness $h\varepsilon\theta_b$, so

$$R=\frac{h\varepsilon\theta_b}{T}=hr_m\frac{1-q}{1-(1-\varepsilon)q}.$$

For rare contacts $q\to0$ and $R\to hr_m$. For frequent contacts $1-q\to r_cT=\varepsilon r_c/r_m$ and the denominator tends to $\varepsilon$, so $R\to hr_c$.

In the example $r_cT=30/28$ and $q=0.34$, which gives 333 nm/min, 16% above the random case.

**Q.** And the layer that conveniently stops growing at $h$?

**A.** That assumption carries more weight. Suppose first that the layer grew at the constant rate $hr_c$ without slowing, and that each effective contact removed all of it. The mean thickness at stripping would be $hr_c/r_m$. Multiplying by the stripping rate $r_m$ gives $R=hr_c$ at every load. There would be no Preston range at all.

An intermediate case is logarithmic growth, $x(t)=h\ln(1+r_ct)$, which has the same initial rate. Averaging over the random waiting time and integrating by parts,

$$\frac{R}{hr_m}=\int_0^\infty r_me^{-r_mt}\ln(1+r_ct)\,dt
=\int_0^\infty\frac{r_ce^{-r_mt}}{1+r_ct}\,dt.$$

The boundary term vanishes at both ends. Set $u=r_m/r_c$ and $w=r_mt+u$. Then $r_c\,dt/(1+r_ct)=dw/w$, and

$$\frac{R}{hr_m}=e^u\int_u^\infty\frac{e^{-w}}w\,dw.$$

For large $u$ the right side tends to $1/u$, so the ceiling $hr_c$ remains. For small $u$ the integral grows as $\ln(1/u)$, so $R$ is linear in $pV$ only up to a logarithm. At the example's values this layer gives 403 nm/min, 41% above the capped one. If each effective contact removes the whole layer, strict linearity at low load thus requires a layer that stops growing.

**Q.** Rubbing makes heat, and reactions speed up with heat. Where is your plateau then?

**A.** It may not appear. Let the temperature rise $\Delta T$ be proportional to $pV$, and let $r_c\propto e^{-E_a/k_BT}$ with $T=T_0+\Delta T$. Since $dT/d\ln(pV)=\Delta T$,

$$\frac{d\ln r_c}{d\ln(pV)}=\frac{E_a\Delta T}{k_BT^2}.$$

The rate formula is symmetric in $r_c$ and $r_m$, so $\partial\ln R/\partial\ln r_c=1-\theta$. Adding the two contributions,

$$\frac{d\ln R}{d\ln(pV)}=\theta+(1-\theta)\frac{E_a\Delta T}{k_BT^2}.$$

When $\theta$ is small the exponent tends to the last fraction, not to zero. A plateau needs temperature control.

For a heat-balance estimate, let the whole slurry flow take all the friction heat, and let the reacting surface share its outlet temperature. For a friction coefficient of 0.4 and a wafer area of 707 cm², the heat is $0.4\,pV\times0.0707\ \mathrm{m^2}=396$ W. A slurry flow of 200 mL/min, with the heat capacity of water, would warm by 28 K. With $T_0=300$ K, $E_a=0.3$ eV and the pad properties unchanged, $r_c$ rises from 30 to 82 s⁻¹ and the rate to 359 nm/min, an increase of 25%. The local exponent becomes 0.99. In this estimate $\theta$ never falls below about 0.85, the exponent rises above 1 at higher load (1.03 at 20 kPa m/s), and the slurry would reach its boiling point near 36 kPa m/s. The estimate ignores the heat that leaves through pad, platen and carrier. A polyurethane pad also softens as it warms, which raises $\kappa=\varepsilon/(E^*s)$: a modulus 30% lower would bring the rate to 482 nm/min. A nearly linear measured rate therefore does not by itself show that chemistry is fast at a fixed temperature.

**Q.** What about metal that dissolves with no rubbing?

**A.** Let the reacted layer dissolve at the rate $r_d$. It acts beside stripping, so $r_m$ is replaced by $r_m+r_d$:

$$R=\frac{hr_c(r_m+r_d)}{r_c+r_m+r_d}.$$

A static loss of 10 nm/min requires $r_d=0.34$ s⁻¹. At the example's load the rate rises by 1.6%, but at low load there is now an offset. Differentiating the logarithm,

$$\frac{d\ln R}{d\ln(pV)}=\frac{r_mr_c}{(r_m+r_d)(r_c+r_m+r_d)}.$$

This is largest at $r_m=\sqrt{r_d(r_c+r_d)}$, about 3.2 s⁻¹, where it equals $(3.2/3.54)(30/33.5)\approx0.81$. At fixed temperature, even this small dissolution keeps the example's exponent from exceeding 0.81 at any load. A clear Preston range needs $r_d\ll r_m\ll r_c$.

**Q.** Does enough peroxide reach the surface, and does the pad really touch it?

**A.** For one peroxide molecule per copper atom, the example consumes 4.7% of the supply. Diffusion across a 20 µm slurry film, with diffusivity $10^{-5}$ cm²/s, costs another 4.5% of the concentration. Together they lower the rate by about 3%. This assumes that the whole 200 mL/min passes under the wafer. On a real pad much of it does not; if only a fifth did, the same estimate would lower the rate by about 10%.

Slurry dragged into a narrowing gap also carries load. In a straight wedge of film thickness $H(x)$, much wider than it is long, the Reynolds equation gives $dP/dx=6\eta V(H-H_m)/H^3$, where $P$ is the fluid pressure, $\eta$ the viscosity and $H_m$ the constant that makes $P$ vanish at both ends. Maximizing the mean pressure over the wedge slope numerically gives $0.16\,\eta VL/H_0^2$ for land length $L$ and outlet thickness $H_0$. With $\eta=1$ mPa s, $L=3$ mm and $H_0=20$ µm, this is 1.2 kPa. If the contacts carry that much less, the rate falls by 6%. A land ten times longer would, by the same estimate, lift 12 of the 14 kPa. On a square land slurry also escapes at the sides, and solving the Reynolds equation in two dimensions gives less than half of these lifts. At a fixed gap the lift depends on speed but not on applied pressure, so the product $pV$ would no longer describe the rate.

**Q.** How close is all this to a real polisher?

**A.** Pressures near 10 kPa, speeds near 1 m/s and copper rates of a few hundred nanometres per minute are roughly typical of production. The values of $h$, $k$ and $\varepsilon$ are round choices that put the model in that range; they are not measurements, and the agreement in rate is not evidence for the model. With these choices, the 5% saturation bound would need 570 kPa at 1 m/s, far above usual pressures. The assumptions of fixed temperature and a capped layer also matter. Replaced one at a time, they move the example by 25% for the stated heating estimate and by 41% for logarithmic growth.

**Q.** Then what should I do if I want a faster polish?

**A.** Compare the two rates first. At fixed temperature, a small relative change in $pV$ acts with weight $\theta$, and one in $kC$ with weight $1-\theta$. In the example these are 0.68 and 0.32, so load or speed is the stronger lever. Above 30 kPa m/s the order reverses, provided the temperature is held; in the heating estimate above it does not reverse. These numbers belong to the exponential pad. With the Gaussian pad described earlier and the same $\varepsilon$, $r_m$ already exceeds $r_c$ at 14 kPa and 1 m/s, and chemistry is the stronger lever there. This holds while $h$ and $\varepsilon$ stay fixed; a change of slurry that alters the layer itself needs a new estimate of both. Adding peroxide can be such a change: measured copper rates in peroxide slurries often pass through a maximum and then fall as the concentration rises, which this model, with $R$ rising steadily with $C$, does not describe.

## Values computed for the example and the checks

```
pressure 14.0 kPa, speed 1.00 m/s
layer h 0.50 nm, reactant 300 mol/m^3
rate constant k 0.10 m^3/(mol s)
pad modulus 100 MPa, mean depth s 5.0 um
summit radius 50 um, efficiency 0.50
contacts 0.999 per mm^2, area fraction 7.85e-04
encounter rate 28.00 1/s
kappa 1.000 1/(kPa m)
reaction rate r_c 30.00 1/s, stripping rate r_m 14.00 1/s
reacted fraction theta 0.6818
removal rate 4.773 nm/s = 286.4 nm/min
Preston line 420.0 nm/min
chemical ceiling 900.0 nm/min
Preston coefficient 5.00e-13 1/Pa
crossover pV 30.00 kPa m/s
linear within 5% below pV 1.58 kPa m/s
saturated within 5% above pV 570.0 kPa m/s
local exponent by differences 0.6818
settling time 22.73 ms, start-up deficit 0.1085 nm
table: pV 1 kPa m/s, rate 29.0 nm/min
table: pV 5 kPa m/s, rate 128.6 nm/min
table: pV 14 kPa m/s, rate 286.4 nm/min
table: pV 30 kPa m/s, rate 450.0 nm/min
table: pV 100 kPa m/s, rate 692.3 nm/min
table: pV 570 kPa m/s, rate 855.0 nm/min
simulation: p 1.40 kPa, V 1.0 m/s, rate 40.1, formula 40.3 nm/min
simulation: p 14.03 kPa, V 1.0 m/s, rate 286.4, formula 286.8 nm/min
simulation: p 140.41 kPa, V 1.0 m/s, rate 745.9, formula 741.6 nm/min
simulation: p 28.00 kPa, V 0.5 m/s, rate 287.7, formula 286.4 nm/min
regular encounters: 333.2 nm/min (+16.4 %)
log-growing layer: 403.4 nm/min (+40.9 %)
Gaussian summits: 100 per mm^2, sigma 5.0 um
Gaussian summits: encounter exponent in p 0.887
heating inputs: friction 0.4, T 300 K, barrier 0.3 eV
wafer area 706.9 cm^2, slurry flow 200 mL/min
friction heat 395.8 W, largest slurry rise 28.4 K
heated: r_c 81.9 1/s, ceiling 2456 nm/min
heated: rate 358.7 nm/min (+25.2 %)
heated: reacted fraction 0.854, local exponent 0.988
copper flux 6.71e-04 mol/(m^2 s)
slurry film 20 um, diffusivity 1.0e-05 cm^2/s
peroxide used 4.7 %, drop across film 4.5 %
depleted: rate 277.4 nm/min (-3.1 %)
static dissolution 10.0 nm/min, r_d 0.337 1/s
with dissolution: 291.0 nm/min (+1.6 %)
pad land 3.0 mm, viscosity 1.0 mPa s
largest wedge lift 1.20 kPa (number 0.1602)
with lift: 269.1 nm/min (-6.0 %)
```
